# Incomplete-Basis and Core Corrections to Atomic Forces in the LAPW Method

## 1. One orbital carried by one atom

Take one electron in a spherical well $u(\mathbf r-\mathbf R)$ and a weak fixed potential $w(\mathbf r)$. Hartree atomic units are used, and $t=-\tfrac12\nabla^2$. Let the basis be a single normalized function $\chi(\mathbf r-\mathbf R)$, the ground state of $t+u$ with energy $\epsilon_0$. With $\mathbf s=\mathbf r-\mathbf R$ the energy is

$$E(\mathbf R)=\epsilon_0+\int|\chi(\mathbf s)|^2\,w(\mathbf R+\mathbf s)\,d^3s ,\qquad \mathbf F=-\frac{dE}{d\mathbf R}=-\int\rho\,\nabla w\,d^3r .$$

The Hellmann-Feynman force is the force of the density on the well, $-\int\rho\,\partial u/\partial\mathbf R=\int\rho\nabla u$. Here it vanishes, because $\rho=|\chi|^2$ is spherical about $\mathbf R$. The whole force comes from the motion of the basis function, $d\chi/d\mathbf R=-\nabla\chi$. Since $(t+u+w-E)\chi=(w-E+\epsilon_0)\chi$,

$$-2\,\mathrm{Re}\Big\langle \frac{d\chi}{d\mathbf R}\Big|H-E\Big|\chi\Big\rangle=\int(w-E+\epsilon_0)\nabla\rho\,d^3r=-\int\rho\nabla w\,d^3r .$$

In a complete basis the electron would polarize. Its exact bound state obeys $\langle[\nabla,H]\rangle=\int\rho\nabla(u+w)=0$, so the Hellmann-Feynman force would then be $\int\rho\nabla u=-\int\rho\nabla w$, with $\rho$ the polarized density. A basis that cannot polarize moves this force into a correction.

LAPW contains the situation twice. Core states are solved in a spherical potential and cannot polarize at all. Valence functions can polarize, but incompletely, and their augmented parts move with the atom.

## 2. Energy, basis and assumptions

The total energy is

$$E=T_v+T_c+\int v_{\rm ext}\rho\,d^3r+E_{\rm int}[\rho]+E_{nn},\qquad V=v_{\rm ext}+\frac{\delta E_{\rm int}}{\delta\rho},$$

with $\rho=\rho_v+\rho_c$. $E_{\rm int}$ holds the Hartree and exchange-correlation energies, and $E_{nn}$ is the nuclear repulsion. Valence orbitals are $\psi_i=\sum_{\mathbf K}c_{\mathbf K i}\phi_{\mathbf K}$, with occupations $f_i$. For a Bloch vector $\mathbf k$, $\mathbf K$ stands for $\mathbf k+\mathbf G$, and sums over $i$ include the $\mathbf k$ weights.

In the interstitial region $I$, $\phi_{\mathbf K}=\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$. In the sphere of atom $\alpha$, of radius $S$, it is a sum of $(a\,u_l+b\,\dot u_l)Y_{lm}$, where $u_l$ solves the radial equation of a reference spherical potential at a fixed energy and $\dot u_l$ is its energy derivative. The coefficients $a,b$ match value and slope to the plane wave.

The derivation assumes:

- The $\mathbf K$ set, sphere radii, occupations and radial functions are fixed, and spheres do not overlap.
- The orbitals and $V$ are self-consistent.
- Matching is complete, meaning that all $l$ are kept. Section 6 treats a finite cutoff.
- Core densities are spherical and vanish at the sphere.

In each region the kinetic matrix is $\tfrac12\int\nabla\phi^*_{\mathbf K}\cdot\nabla\phi_{\mathbf K'}$. This is Hermitian region by region, and its interstitial integrand is $\tfrac12\mathbf K\cdot\mathbf K'\phi^*_{\mathbf K}\phi_{\mathbf K'}$.

## 3. Separating the force

Let $D=d/d\mathbf R_\alpha$, and let $D'\rho_v$ be the change of $\rho_v$ at fixed coefficients. Then

$$DE=D_{\rm expl}E+\Big[DT_c+\int V D\rho_c\Big]+\sum_i f_i\,c_i^\dagger(DT)c_i+\int V D'\rho_v+\sum_i f_i\big[(Dc_i)^\dagger Hc_i+{\rm c.c.}\big].$$

The last sum collects the coefficient changes in both $T_v$ and $\int VD\rho_v$, hence the full $H$. With $Hc_i=\varepsilon_iSc_i$ each bracket is $\varepsilon_i[(Dc_i)^\dagger Sc_i+c_i^\dagger S\,Dc_i]$. Differentiating $c_i^\dagger Sc_i=1$ gives this as $-\varepsilon_i c_i^\dagger(DS)c_i$. Therefore

$$DE=-\mathbf F_{\rm HF}-\mathbf F_{\rm core}-\mathbf F_{\rm IBS},$$

$$-\mathbf F_{\rm core}=DT_c+\int VD\rho_c,\qquad -\mathbf F_{\rm IBS}=\sum_if_i\,c_i^\dagger(DT-\varepsilon_iDS)c_i+\int VD'\rho_v .$$

The explicit part is $\mathbf F_{\rm HF}=-\int\rho\,\partial v_{\rm ext}/\partial\mathbf R_\alpha-DE_{nn}$. For point nuclei, differentiating $-Z_\alpha/|\mathbf r-\mathbf R_\alpha|$ and the repulsion gives

$$\mathbf F_{\rm HF}=Z_\alpha\Big[\int\rho(\mathbf r)\frac{\mathbf r-\mathbf R_\alpha}{|\mathbf r-\mathbf R_\alpha|^3}d^3r+\sum_{\beta\neq\alpha}Z_\beta\frac{\mathbf R_\alpha-\mathbf R_\beta}{|\mathbf R_\alpha-\mathbf R_\beta|^3}\Big],$$

which is $Z_\alpha$ times the electric field of all other charges. In a crystal the two sums are taken together for the neutral cell.

## 4. The core correction

Core orbitals satisfy $(t+\bar V)\chi_c=\epsilon_c\chi_c$, where $\bar V$ is the spherical average of $V$ about the nucleus. When the atom moves, the core density is carried along and may also relax radially:

$$D\rho_c=-\nabla\rho_c+\delta'\rho_c,$$

with $\delta'\rho_c$ the spherical change seen from the atom. Rigid transport leaves $T_c$ unchanged. For the relaxation, $t\chi_c=(\epsilon_c-\bar V)\chi_c$ and the norm is fixed, so

$$DT_c=2\,\mathrm{Re}\sum_cf_c\langle\delta'\chi_c|\epsilon_c-\bar V|\chi_c\rangle=-\int\bar V\,\delta'\rho_c .$$

Here $t$ could act to either side because $\chi_c$ and $\delta'\chi_c$ both vanish at the boundary. Adding the potential term,

$$DT_c+\int VD\rho_c=-\int V\nabla\rho_c+\int(V-\bar V)\,\delta'\rho_c .$$

The last integral is zero: $\delta'\rho_c$ is spherical and $V-\bar V$ has no spherical part. Integration by parts, with $\rho_c=0$ at the boundary, gives

$$\boxed{\ \mathbf F_{\rm core}=-\int_\alpha\rho_c\,\nabla V\,d^3r\ }$$

A frozen core has $\delta'\rho_c=0$ and gives the same expression. Cores on the other atoms do not move, and their relaxation cancels in the same way. If the core orbitals were eigenstates of the full $V$, with negligible value and slope at the sphere, $\langle[\nabla,H]\rangle=0$ would make the correction vanish.

Because $\rho_c$ is spherical, only the $l=1$ part of $V$ matters. Write it as $\mathbf b(s)\cdot\hat{\mathbf s}$. The angular average of its gradient is $\mathbf b'/3+2\mathbf b/(3s)=(s^2\mathbf b)'/(3s^2)$, hence

$$\mathbf F_{\rm core}=-\frac{4\pi}{3}\int_0^S\rho_c\,\frac{d(s^2\mathbf b)}{ds}\,ds=\frac{4\pi}{3}\int_0^S s^2\,\mathbf b\,\frac{d\rho_c}{ds}\,ds .$$

The nuclear singularity of $V$ is spherical and drops out before any numerical integration.

## 5. The incomplete-basis correction

### 5.1 Matrix form

A displaced sphere carries its radial functions with it, while matching is to a plane wave fixed in space. Inside the sphere

$$\phi_{\mathbf K}(\mathbf r)=e^{i\mathbf K\cdot\mathbf R_\alpha}\tilde\phi_{\mathbf K}(\mathbf r-\mathbf R_\alpha),\qquad D\phi_{\mathbf K}=(i\mathbf K-\nabla)\phi_{\mathbf K},$$

with $\tilde\phi_{\mathbf K}$ independent of $\mathbf R_\alpha$. Outside this sphere $D\phi_{\mathbf K}=0$. Put $\mathbf q=\mathbf K'-\mathbf K$. The sphere blocks of $T$ and $S$ depend on position through $e^{i\mathbf q\cdot\mathbf R_\alpha}$ alone, so differentiation multiplies them by $i\mathbf q$.

The interstitial integrands are fixed in space, but their region changes. With $\mathbf n$ pointing out of the sphere, a displacement $\delta\mathbf R$ removes the volume $\mathbf n\cdot\delta\mathbf R\,dS$ from $I$, so $D\int_Ig=-\oint\mathbf n\,g\,dS$. Thus

$$DT_{\mathbf K\mathbf K'}=i\mathbf q\,T^\alpha_{\mathbf K\mathbf K'}-\tfrac12\mathbf K\cdot\mathbf K'\oint\mathbf n\,\phi^*_{\mathbf K}\phi_{\mathbf K'}dS,\qquad DS_{\mathbf K\mathbf K'}=i\mathbf q\,S^\alpha_{\mathbf K\mathbf K'}-\oint\mathbf n\,\phi^*_{\mathbf K}\phi_{\mathbf K'}dS .$$

For the density at fixed coefficients, the product rule inside the sphere gives

$$D'\rho_v=\sum_if_i\sum_{\mathbf K\mathbf K'}c^*_{\mathbf Ki}c_{\mathbf K'i}\,i\mathbf q\,\phi^*_{\mathbf K}\phi_{\mathbf K'}-\nabla\rho_v .$$

It is zero in the interstitial, and continuity of $\rho_v$ excludes a surface layer. Multiplying by $V$ and integrating supplies $i\mathbf q\,V^\alpha_{\mathbf K\mathbf K'}$, which completes $T^\alpha$ to $H^\alpha$, and $-\int_\alpha V\nabla\rho_v$. Collecting terms and reversing the sign,

$$\boxed{\begin{aligned}\mathbf F_{\rm IBS}={}&\int_\alpha V\nabla\rho_v\,d^3r+\sum_if_i\sum_{\mathbf K\mathbf K'}c^*_{\mathbf Ki}c_{\mathbf K'i}\Big\{(\tfrac12\mathbf K\cdot\mathbf K'-\varepsilon_i)\oint\mathbf n\,\phi^*_{\mathbf K}\phi_{\mathbf K'}dS\\&-i(\mathbf K'-\mathbf K)\,\langle\phi_{\mathbf K}|H-\varepsilon_i|\phi_{\mathbf K'}\rangle_\alpha\Big\}\end{aligned}}$$

The surface integral is analytic. The divergence theorem turns $\oint\mathbf n\,e^{i\mathbf q\cdot\mathbf r}dS$ into $i\mathbf q$ times the ball integral of $e^{i\mathbf q\cdot\mathbf r}$. That integral is $e^{i\mathbf q\cdot\mathbf R_\alpha}\,4\pi\int_0^Ss^2\frac{\sin qs}{qs}ds=e^{i\mathbf q\cdot\mathbf R_\alpha}\,4\pi S^2j_1(qS)/q$, so

$$\oint\mathbf n\,\phi^*_{\mathbf K}\phi_{\mathbf K'}dS=\frac{4\pi iS^2}{\Omega}\,j_1(qS)\,\hat{\mathbf q}\,e^{i\mathbf q\cdot\mathbf R_\alpha},$$

and zero for $\mathbf q=0$.

### 5.2 The form with the Laplacian

The correction can also be written with $-\tfrac12\nabla^2$ in the sphere and $\tfrac12K'^2$ in the surface term. Green's identity connects the sphere elements:

$$\tfrac12\int_\alpha\nabla\phi^*_{\mathbf K}\cdot\nabla\phi_{\mathbf K'}=\langle\phi_{\mathbf K}|-\tfrac12\nabla^2\phi_{\mathbf K'}\rangle_\alpha+\tfrac12\oint\phi^*_{\mathbf K}\,\partial_n\phi_{\mathbf K'}dS .$$

On the boundary $\partial_n\phi_{\mathbf K'}=i\,\mathbf n\cdot\mathbf K'\phi_{\mathbf K'}$, and $\mathbf K\cdot\mathbf K'-K'^2=-\mathbf q\cdot\mathbf K'$. The gradient form minus the Laplacian form is therefore, for each pair,

$$-\tfrac12(\mathbf q\cdot\mathbf K')\oint\mathbf n\,\phi^*_{\mathbf K}\phi_{\mathbf K'}dS+\tfrac12\,\mathbf q\oint(\mathbf n\cdot\mathbf K')\phi^*_{\mathbf K}\phi_{\mathbf K'}dS .$$

Since $\oint\mathbf n\,\phi^*_{\mathbf K}\phi_{\mathbf K'}dS=\lambda\mathbf q$, the two terms are $\mp\tfrac12\lambda(\mathbf q\cdot\mathbf K')\mathbf q$ and cancel. The two conventions must not be mixed: $\tfrac12K'^2$ belongs with the Laplacian and $\tfrac12\mathbf K\cdot\mathbf K'$ with the gradients.

### 5.3 Pulay form and limits

Let $\boldsymbol\xi_i=\sum_{\mathbf K}c_{\mathbf Ki}(i\mathbf K-\nabla)\phi_{\mathbf K}$ inside the sphere. At the boundary $\nabla\phi_{\mathbf K}=i\mathbf K\phi_{\mathbf K}$ by matching, so $\boldsymbol\xi_i=0$ there. The kinetic integrand is continuous across the sphere, hence its moving boundary contributes nothing. Integrating by parts, component by component,

$$c_i^\dagger(DT)c_i=\mathrm{Re}\int_\alpha\nabla\boldsymbol\xi_i^*\cdot\nabla\psi_i=2\,\mathrm{Re}\,\langle\boldsymbol\xi_i|t\,\psi_i\rangle_\alpha .$$

The overlap and potential terms have the same structure, so

$$\mathbf F_{\rm IBS}=-2\,\mathrm{Re}\sum_if_i\,\langle\boldsymbol\xi_i|(H-\varepsilon_i)\psi_i\rangle_\alpha .$$

This product of two defects shows when the correction vanishes. If $\psi_i$ solves the Kohn-Sham equation pointwise in the sphere, the residual is zero. The variational equations also make the residual orthogonal to every function in the span of the basis. This does not remove the correction here: $\boldsymbol\xi_i$ is zero throughout the interstitial, and no nonzero combination of finitely many plane waves vanishes there, so a nonzero $\boldsymbol\xi_i$ lies outside the span. If the sphere functions are the plane waves themselves, $\boldsymbol\xi_i=0$, and the pure plane-wave result without a Pulay force returns.

## 6. Where the result needs additions

**Radial functions that follow the potential.** If $u_l$ and $\dot u_l$ are rebuilt as the atom moves, $\phi_{\mathbf K}$ changes by a further $D_u\phi_{\mathbf K}$. Rematching keeps its value and slope zero at the boundary, so the steps of Section 5.3 give the extra force $-2\,\mathrm{Re}\sum_if_i\langle D_u\psi_i|(H-\varepsilon_i)\psi_i\rangle$, summed over all spheres whose functions change. Leaving it out is an approximation.

**Incomplete self-consistency.** If the orbitals come from $V_{\rm in}$ while their density generates $V_{\rm out}$, the coefficient terms leave $\sum_if_i[(Dc_i)^\dagger(V_{\rm out}-V_{\rm in})c_i+{\rm c.c.}]$ in $DE$. Here the force terms are evaluated with $V_{\rm out}$ and the eigenvalues come from $V_{\rm in}$. The core relaxation of Section 4 no longer cancels either: $DT_c=-\int\bar V_{\rm in}\,\delta'\rho_c$, so each core leaves $\int(\bar V_{\rm out}-\bar V_{\rm in})\,\delta'\rho_c$. Both terms make the force error first order in the potential error. Forces need tighter convergence than the energy, which is stationary.

**Finite $l$ cutoff.** The truncated sphere functions do not quite meet the plane waves, and the density jumps. For an interaction energy that is local in $\rho$, let $W$ be the potential-energy density, $v_{\rm ext}\rho$ plus the interaction part. The moving boundary replaces $W_I$ by $W_\alpha$ in the swept volume, so $DE$ gains

$$\mathbf J=\oint\mathbf n\,(W_\alpha-W_I)\,dS,\qquad \mathbf F=\mathbf F_{\rm HF}+\mathbf F_{\rm core}+\mathbf F_{\rm IBS}-\mathbf J .$$

The Hartree energy is not local, but its potential $V_H$ is continuous at the sphere, so it enters $W$ as $V_H\rho$. The $T$ and $S$ derivatives of Section 5.1 were taken region by region and need no change, provided the surface integral uses the interstitial plane waves. The Laplacian and Pulay forms used complete matching and acquire cutoff errors of their own.

**Semicore states.** A core tail that reaches the sphere violates the boundary condition of Section 4. Such a state should be treated as valence.

## 7. Order of evaluation

1. Converge the density, then keep $c_i$, $\varepsilon_i$ and the sphere blocks $H^\alpha$, $S^\alpha$, including their phases.
2. Form $P_{\mathbf K\mathbf K'}=\sum_if_ic^*_{\mathbf Ki}c_{\mathbf K'i}$ and the same sum weighted by $\varepsilon_i$. The double sum of Section 5.1 then needs no loop over bands.
3. Evaluate $\int_\alpha V\nabla\rho_v$ with the full non-spherical $V$ and $\rho_v$.
4. Obtain $\mathbf F_{\rm core}$ from the $l=1$ part of $V$, and add $\mathbf F_{\rm HF}$.
5. Compare one component with a central difference of total energies, holding the radial functions fixed on both sides.

## 8. A self-consistent model with two atoms

The model is a periodic cube of edge 6 bohr with wells $-A\,e^{-r^2/a^2}$. Atom A, at the origin, has $A=12$ hartree and $a=1$ bohr and carries two core electrons. Atom B, at $(2.2,2.5,2.3)$ bohr, has $A=2.5$ hartree, $a=2$ bohr and no core. Four doubly occupied valence bands are kept at $\mathbf k=0$. The interaction is $E_{\rm int}=\tfrac g2\int\rho^2$ with $g=0.3$ hartree bohr³, and there is no nuclear repulsion. $\mathbf F_{\rm HF}$ is the force of the density on the well, so the Coulomb expression of Section 3 is not exercised.

The basis has 57 plane waves, sphere radii of 1.8 bohr and $l\le8$. The radial functions come from the bare wells and stay fixed. Their energies are $-0.2$ and $-2.0$ hartree for $l=0$ and $1$ on A, $-1.0$ and $-0.3$ hartree on B, and zero for higher $l$. The core orbital is expanded in radial functions that vanish at the sphere, as Section 4 requires, and its level is at $-5.17$ hartree. Three valence levels lie between $-1.92$ and $-1.87$ hartree and the fourth at $-1.08$ hartree, with a gap of 0.59 hartree above it. Sphere A holds 5.61 valence electrons.

Atom A is displaced along $(1,2,3)/\sqrt{14}$. In this direction, in hartree/bohr, the three parts of the incomplete-basis correction (potential gradient, surface, sphere matrix) add to

$$F_{\rm IBS}=0.02296+0.13432-0.04311=0.11418,$$

to the rounding of the last digit. The Laplacian and Pulay forms give the same 0.11418. The full force is

$$F=0.44777+0.17096+0.11418=0.73291,$$

or 37.69 eV/Å. The jump term is about $10^{-7}$ hartree/bohr, below the accuracy of the comparison that follows, so at $l\le8$ this model does not exercise the expression for $\mathbf J$. Two separately converged energies at displacements of $\pm0.002$ bohr, with core and valence free to relax, give

$$F=-\frac{-25.190957212+25.188025560}{0.004}=0.73291 .$$

The difference between the two forces is $1\times10^{-6}$ hartree/bohr, about one part in a million of the force. The tests require agreement within $2\times10^{-5}$ hartree/bohr and, to the same tolerance, cancellation of the forces on A and B, as translation invariance demands.

Relative to the full force, omitting the core correction loses 23 %, omitting the incomplete-basis correction 16 %, and omitting both 39 %. These shares belong to this model and basis.

The core correction can be estimated by hand. Treat the two core electrons as a point charge at the origin and keep only the well of B. Along $x$ the nearest wells lie at $+2.2$ and $-3.8$ bohr, so the Gaussian factor is $e^{-1.21}+e^{-3.61}=0.325$. The factors along $y$ and $z$ are 0.256 and 0.299, and the potential is $-2.5\times0.325\times0.256\times0.299=-0.062$ hartree. The logarithmic slope along $x$ is

$$\frac{2}{a^2}\,\frac{2.2\,e^{-1.21}-3.8\,e^{-3.61}}{0.325}=0.85\ \text{bohr}^{-1},$$

and those along $y$ and $z$ are 0.70 and 0.82 bohr⁻¹. Two electrons then feel $2\times0.062\times(0.85,0.70,0.82)\approx(0.11,0.09,0.10)$ hartree/bohr. The computed $\mathbf F_{\rm core}$ is $(0.116,0.094,0.112)$ hartree/bohr. The estimate leaves out the width of the core and the valence density.

It also accounts for the smallest core component being along $y$, although B is displaced furthest in that direction. The periodic image on the other side is then offset by only 3.5 bohr along $y$, against 3.8 bohr along $x$ and 3.7 bohr along $z$, and pulls back most strongly. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
cube edge: 6.00 bohr
sphere radius, both atoms: 1.80 bohr
position of atom A: 0.00 0.00 0.00 bohr
position of atom B: 2.20 2.50 2.30 bohr
well depths A, B: 12.00 2.50 hartree
well widths A, B: 1.00 2.00 bohr
contact interaction G: 0.30 hartree bohr^3
number of plane waves: 57 ; l cutoff: 8
largest K times sphere radius: 4.215 (no unit)
core level of A: -5.1734 hartree
occupied valence levels: -1.9128 -1.8815 -1.8750 -1.0756 hartree
gap to next level: 0.5913 hartree
core electrons in sphere A: 2.00000 electrons
valence electrons in sphere A: 5.61144 electrons
valence electrons in sphere B: 1.51288 electrons
total energy: -25.18948901 hartree
F_HF on A (x y z): 0.305441 0.245254 0.293150 hartree/bohr
F_core on A (x y z): 0.116372 0.094028 0.111753 hartree/bohr
F_IBS on A (x y z): 0.081190 0.060590 0.074950 hartree/bohr
jump J on A (x y z): 0.000000 0.000000 0.000000 hartree/bohr
total force on A (x y z): 0.503003 0.399872 0.479853 hartree/bohr
total force on B (x y z): -0.503003 -0.399872 -0.479853 hartree/bohr
displacement direction: 0.26726 0.53452 0.80178 (unit vector)
displacement step: 0.0020 bohr
energy at plus step: -25.190957212 hartree
energy at minus step: -25.188025560 hartree
along direction, F_HF: 0.4477690 hartree/bohr
along direction, F_core: 0.1709633 hartree/bohr
along direction, IBS potential-gradient part: 0.0229633 hartree/bohr
along direction, IBS surface part: 0.1343249 hartree/bohr
along direction, IBS sphere-matrix part: -0.0431085 hartree/bohr
along direction, F_IBS: 0.1141797 hartree/bohr
along direction, F_IBS, Laplacian form: 0.1141797 hartree/bohr
along direction, F_IBS, Pulay form: 0.1141797 hartree/bohr
along direction, jump J: 0.0000001 hartree/bohr
along direction, total analytic force: 0.7329119 hartree/bohr
along direction, force from energy difference: 0.7329128 hartree/bohr
analytic minus energy-difference force: -9.54e-07 hartree/bohr
largest component of F_A + F_B: 2.19e-09 hartree/bohr
error if F_core is omitted: -0.170964 hartree/bohr
error if F_IBS is omitted: -0.114181 hartree/bohr
error if both are omitted: -0.285144 hartree/bohr
total analytic force along direction: 37.6878 eV/angstrom
```
